\section*{Capacitance transients identify the emitted carrier, not the trap type}

\section{A sign read as a charge}

Suppose that a reverse-biased silicon diode shows a capacitance that rises slowly after a filling pulse, and that the rise is taken as proof of a donor-like trap. The empty traps are then entered in the charge balance as positive. If they are in fact acceptor-like, they are neutral when empty, and the space charge has been misjudged by the full trap density. At a silicon--oxide interface the same error gives a wrong interface charge, and so a wrong threshold voltage.

The belief behind this reading runs as follows. A donor-like trap is neutral when it holds its electron and positive when it does not. An acceptor-like trap is neutral when empty and negative when filled. Emission therefore makes a donor positive and an acceptor negative, and since positive charge raises the capacitance of an n-type depletion layer, a rising transient means donors and a falling one means acceptors.

The argument is tempting because part of it is right. In n-type material, a donor that emits an electron does give a rise, and an acceptor that emits a hole does give a fall. The fault is that each trap type has been tied to one carrier. An acceptor can also emit an electron, going from negative to neutral, and a donor can emit a hole, going from positive to neutral. The sign has to be followed through all the cases.

\section{What emission does to the charge}

Let $f$ be the probability that a trap holds its electron, and let $d=1$ for a donor-like and $d=0$ for an acceptor-like trap. With $q>0$ the elementary charge, the mean charge of one trap is
\begin{equation}
Q_t=q(d-f),\qquad \Delta Q_t=-q\,\Delta f .
\end{equation}
The label $d$ is constant in time and drops out of the change. Electron emission lowers $f$ and adds positive charge. Hole emission is the capture of a valence electron, so it raises $f$ and adds negative charge. Both statements hold for either trap type.

The label does affect the static charge. In n-type material with shallow donor density $N_d$ and trap density $N_T$, the depleted charge density divided by $q$ goes from $N_d$ to $N_d+N_T$ when donor-like traps lose their electrons. For acceptor-like traps it goes from $N_d-N_T$ to $N_d$. If the second sample had shallow doping $N_d+N_T$ instead, its charge would equal that of the first both before and after emission. As long as the shallow donors are fully ionized, no electrostatic measurement could then tell the two apart. Under freeze-out they differ: for a donor depth of 45 meV and the densities used below, the electron densities at 25 K differ by a factor of about 19.

\section{From charge to capacitance}

Take a one-sided junction: the other side is so heavily doped that its depletion width can be neglected. Let $x$ run from the junction into the lightly doped side, which is depleted for $0<x<W$ and neutral beyond. For an n-type side with charge density $\rho(x)>0$, the field vanishes at $W$, so Poisson's equation gives
\begin{equation}
F(x)=-\frac1\varepsilon\int_x^W\rho(x')\,dx' .
\end{equation}
The band bending $V_b$ is the integral of $-F$. Exchanging the order of integration, each $x'$ is counted over the length $0<x<x'$, so that
\begin{equation}
V_b=\frac1\varepsilon\int_0^W dx\int_x^W\rho(x')\,dx'
=\frac1\varepsilon\int_0^W x\,\rho(x)\,dx .
\label{eq:vb}
\end{equation}

The capacitance is measured with a small signal too fast for the traps but slow enough for the free carriers. The signal therefore moves only the edge $W$. Equation (\ref{eq:vb}) gives $\delta V_b=W\rho(W)\,\delta W/\varepsilon$, while the uncovered charge per area is $\rho(W)\,\delta W$. Their ratio is the capacitance per area, $C=\varepsilon/W$.

Now let the traps emit, changing the charge density by $\Delta\rho(x)$, while the bias and hence $V_b$ stay fixed. To first order in $\Delta\rho$,
\begin{equation}
0=W\rho(W)\,\Delta W+\int_0^W x\,\Delta\rho\,dx .
\end{equation}
Since $C\propto1/W$, we have $\Delta C/C=-\Delta W/W$, and therefore
\begin{equation}
\frac{\Delta C}{C}=\frac{1}{W^2}\int_0^W x\,\frac{\Delta\rho(x)}{\rho(W)}\,dx .
\label{eq:general}
\end{equation}
For a p-type side $\rho$ is negative and $V_b$, taken as a positive size, is minus the integral in (\ref{eq:vb}). The extra minus sign multiplies both terms of the variation and cancels, so (\ref{eq:general}) holds for both hosts.

The weight $x$ is never negative, so the sign is that of $\Delta\rho/\rho(W)$. In n-type material $\rho(W)>0$: electron emission raises $C$ and hole emission lowers it. In p-type material $\rho(W)<0$: hole emission raises $C$ and electron emission lowers it. In both hosts, emission of majority carriers gives a rise and emission of minority carriers a fall. Physically, a departing majority carrier leaves behind charge of the same sign as the ionized dopants. Less depth is then needed to support the fixed voltage, and the layer shrinks.

\section{The size of the signal}

Let $N$ be the majority-carrier density in the neutral bulk, so that $|\rho(W)|=qN$. If all traps in a slab $x_1<x<x_2$ change charge by one unit, (\ref{eq:general}) becomes
\begin{equation}
\frac{\Delta C}{C}=\pm\frac{N_T}{N W^2}\int_{x_1}^{x_2}x\,dx
=\pm\frac{N_T}{N}\,\frac{x_2^2-x_1^2}{2W^2},
\label{eq:slab}
\end{equation}
with the upper sign for majority emission. The slab is narrower than the depletion layer, because near the edge the tail of majority carriers keeps the traps filled, and near the junction a pulse that leaves enough band bending does not fill them.

To locate the slab, let $u$ be the local band bending in units of $kT/q$. The majority density is $Ne^{-u}$, and Poisson's equation for uniform $N$ reads
\begin{equation}
u''=\frac{1-e^{-u}}{L^2},\qquad L^2=\frac{\varepsilon kT}{q^2N}.
\end{equation}
Multiplying by $u'$ and integrating from the bulk, where $u=u'=0$, gives $u'^2/2=(u+e^{-u}-1)/L^2$. Where $e^{-u}$ is negligible, $u'=-\sqrt{2(u-1)}/L$. This integrates to $\sqrt{2(u-1)}=(W-x)/L$, where $W$ is the point to which the parabola extrapolates. Setting $x=0$ and $u=qV_b/kT$,
\begin{equation}
W=\sqrt{\frac{2\varepsilon}{qN}\left(V_b-\frac{kT}{q}\right)} .
\label{eq:w}
\end{equation}

A majority trap in n-type material captures at the rate $\sigma v n$ when empty and emits at the rate $e_n$ when filled. Here $\sigma$ is the capture cross-section, $v$ the thermal velocity and $n$ the electron density. In equilibrium $\sigma v n(1-f)=e_nf$. With $n=N_ce^{-(E_c-E_F)/kT}$ and $(1-f)/f=e^{(E_T-E_F)/kT}$, taking unit degeneracy, the Fermi level cancels:
\begin{equation}
e_n=\sigma vN_c\,e^{-E_t/kT},\qquad E_t=E_c-E_T .
\label{eq:rate}
\end{equation}
The trap is half filled where $\sigma vn=e_n$, that is, at $n=n_1=N_ce^{-E_t/kT}$ or $u=\ln(N/n_1)$. The distance of this point from the depletion edge is
\begin{equation}
\lambda=\sqrt{\frac{2\varepsilon}{qN}\,\frac{kT}{q}\left(\ln\frac{N}{n_1}-1\right)} .
\end{equation}
During the pulse the width is $W_p$, and traps are filled beyond $x_1=W_p-\lambda$, provided the pulse is long compared with $1/e_n$; in the example below a pulse of 1 $\mu$s would give a signal about 7\,\% smaller. Afterwards they empty as far as $x_2=W-\lambda$.

\section{An acceptor with a rising transient}

Consider an irradiated silicon p$^+$n diode at 220 K. The divacancy in silicon has an acceptor level which, in rough figures, lies $E_t=0.42$ eV below the conduction band with $\sigma=2\times10^{-15}$ cm$^2$. The defect's second, shallower acceptor level is left out of the model, so each trap takes up at most one electron. At roughly 0.23 eV below the band that level would be about 90\,\% filled in the bulk at this temperature, lowering the electron density by a further 0.9\,\% while hardly changing the transient. Let the shallow doping be $10^{15}$ cm$^{-3}$, the trap density $10^{13}$ cm$^{-3}$, the area 1 mm$^2$ and the relative permittivity 11.7. The band bending is 0.9 V during the pulse and 5.9 V afterwards. Filled acceptors remove electrons from the bulk, so $N=9.9\times10^{14}$ cm$^{-3}$.

With a density-of-states mass of 1.08 and a velocity mass of 0.26 free-electron masses, $N_c=1.769\times10^{19}$ cm$^{-3}$ and $v=1.96\times10^7$ cm/s. Since $kT/q=0.01896$ V, (\ref{eq:rate}) gives
\begin{equation}
e_n=(2\times10^{-15})(1.96\times10^7)(1.769\times10^{19})\,e^{-0.42/0.01896}\ \mathrm{s^{-1}}
\approx166\ \mathrm{s^{-1}},
\end{equation}
an emission time of 6.0 ms. Near $x_2$ capture adds $\sigma vn$ to the relaxation rate, so the transient is slightly faster than a single exponential: about 0.36 of it, instead of 0.37, is left after this time. Equation (\ref{eq:w}) gives $W=2772$ nm and $W_p=1073$ nm. With $\lambda=530$ nm the slab runs from 542 to 2241 nm, and
\begin{equation}
\frac{\Delta C}{C}=+\frac{10^{13}}{9.9\times10^{14}}\,
\frac{2241^2-542^2}{2\times2772^2}=+0.31\,\% .
\end{equation}
Counting the whole layer would give $N_T/2N=0.51\,\%$, so the filled rim and the region never filled by the pulse take away more than a third of the signal.

A finite-difference solution of Poisson's equation, with mobile majority carriers and steady trap occupancy at each bias, avoids the sharp slab edges and the first-order expansion. The capacitance then follows from the linear response with the traps frozen. It rises from 37.384 to 37.500 pF, by 0.116 pF or 0.309\,\%. These are values of a model without holes. The holes that spill over from the p$^+$ side, roughly $10^{18}$ cm$^{-3}$ at the junction, would raise both capacitances by about 0.3\,\% and the transient to about 0.117 pF. The trap is an acceptor and the transient is positive, which the belief forbids.

The same calculation can be made for every combination. The other cases are model counterparts: the p-type hosts mirror the n-type parameters, and for minority emission the carriers are placed in the same slab at the start. The column $\Delta C_{\rm MOS}$ belongs to the next section; its minority-emission rows assume that the emitted carriers are drained away from the surface.

\begin{center}
\begin{tabular}{llrr}
Host, trap & Emitted & $\Delta C$ (fF) & $\Delta C_{\rm MOS}$ (fF)\\
n, donor & electron & $+115.4$ & $+204.7$\\
n, donor & hole & $-116.0$ & $-204.7$\\
n, acceptor & electron & $+116.0$ & $+202.3$\\
n, acceptor & hole & $-116.8$ & $-202.3$\\
p, donor & electron & $-116.8$ & $-202.3$\\
p, donor & hole & $+116.0$ & $+202.3$\\
p, acceptor & electron & $-116.0$ & $-204.7$\\
p, acceptor & hole & $+115.4$ & $+204.7$
\end{tabular}
\end{center}

Changing donor to acceptor in a given host, with the emitted carrier kept, alters the diode signal by less than one per cent and leaves its sign alone. Changing the emitted carrier reverses the sign.

The trap type does leave a trace in the baseline. At equal shallow doping, the final capacitance is 37.69 pF for the donor and 37.50 pF for the acceptor. The donor-like sample has about 1\,\% more space charge, and since $C\propto\sqrt N$ its capacitance is 0.5\,\% higher. To use this difference one would have to know, independently, the shallow doping to better than 1\,\%, the area to better than 0.5\,\% and the band bending to better than about 60 mV.

\section{Traps at the oxide interface}

In a MOS capacitor the traps sit at $x=0$, where the weight in (\ref{eq:general}) vanishes. The signal now arises because the interface charge changes the voltage across the oxide. Take an n-type substrate in depletion, with no inversion layer and with the gate at $-U$ from the flat-band voltage of an uncharged interface. Let $Q_{it}$ be the interface charge per area and $C_{ox}$ the oxide capacitance per area. The gate balances the total charge $qNW+Q_{it}$, so, neglecting $kT/q$,
\begin{equation}
U=\frac{qNW^2}{2\varepsilon}+\frac{qNW+Q_{it}}{C_{ox}} .
\label{eq:mos}
\end{equation}
At fixed $U$, a small change of $Q_{it}$ gives
\begin{equation}
qN\left(\frac W\varepsilon+\frac1{C_{ox}}\right)\Delta W=-\frac{\Delta Q_{it}}{C_{ox}} .
\end{equation}
The bracket is $1/C$, the inverse of the oxide and depletion capacitances in series, so $\Delta W=-C\,\Delta Q_{it}/(qNC_{ox})$. From $\Delta(1/C)=\Delta W/\varepsilon$ it follows that
\begin{equation}
\frac{\Delta C}{C}=-\frac{C\,\Delta W}{\varepsilon}
=\frac{C^2}{\varepsilon N C_{ox}}\,\frac{\Delta Q_{it}}{q}.
\label{eq:mosresult}
\end{equation}
Electron emission makes $\Delta Q_{it}$ positive for both trap types, and $C$ rises. For a p-type substrate all charges change sign, so hole emission gives the rise. Minority emission gives the matching fall only if the emitted carriers are removed from the surface, for instance by an adjacent reverse-biased junction. In an isolated capacitor the field holds them within a few nanometres of the interface, and the total surface charge does not change. For the example below the result is then a small rise of about 19 fF instead of a fall of about 203 fF.

For 50 nm of oxide with relative permittivity 3.9, $U=3$ V, the shallow doping above and $10^{10}$ interface traps per cm$^2$, the capacitance of 1 mm$^2$ is 52.61 pF when the $kT/q$ correction of (\ref{eq:w}) is kept, that is, with $U-kT/q$ in place of $U$ in (\ref{eq:mos}); without it the value is 52.44 pF. The surface band bending is then 2.6 V, far beyond the onset of inversion near 0.8 V, so this is deep depletion, which lasts only until minority carriers gather. With the corrected capacitance, (\ref{eq:mosresult}) gives 0.387\,\%, or 203.5 fF. The numerical values in the table lie on either side of this. Their small split follows from the static charge: $\Delta C$ varies as $C^3$, and in the n-type host donors pass from neutral to positive while acceptors pass from negative to neutral. The mean $C$ is thus 0.39\,\% higher for donors, and its cube about 1.2\,\% higher, as the table shows.

\section{When the sign needs care}

\textbf{Two emission channels.} A trap may emit both carriers, with rates $e_n$ and $e_p$. Then
\begin{equation}
\frac{df}{dt}=-e_nf+e_p(1-f),\qquad
f(t)=f_\infty+(f_0-f_\infty)e^{-(e_n+e_p)t},
\end{equation}
with $f_\infty=e_p/(e_n+e_p)$. Traps that start full change by $\Delta f=-e_n/(e_n+e_p)$, a net loss of electrons. Traps that start empty change by $+e_p/(e_n+e_p)$, a net loss of holes. The sign thus identifies the net emitted carrier, and the filling pulse decides which emission can be seen. In n-type material a pulse that brings in majority carriers alone fills the traps with electrons and cannot produce a falling emission transient. A trap with $e_p\gg e_n$ then stays nearly full and nearly silent until holes are injected. In a p$^+$n diode the pulse also widens the hole tail next to the junction, which leaves a small fall: for the example diode about 0.2 to 1.3 fF for levels 0.25 to 0.45 eV above the valence band. For the example level, with a gap of 1.14 eV and equal cross-sections and masses, $e_p/e_n$ is about $10^{-7}$.

\textbf{Capture and inversion.} A transient recorded while traps capture has the opposite sign to emission of the same carrier. In a MOS capacitor, holes that gather at an n-type surface add positive charge there. By (\ref{eq:mosresult}) the capacitance then rises even if the interface traps have not changed.

\textbf{Series resistance.} With a resistance $R$ in series, the admittance at angular frequency $\omega$ is
\begin{equation}
Y=\frac{i\omega C}{1+i\omega RC}
=\frac{\omega^2RC^2+i\omega C}{1+\omega^2R^2C^2},
\end{equation}
where $C$ is now the capacitance of the whole device. A meter in parallel mode reports
\begin{equation}
C_m=\frac{C}{1+\omega^2R^2C^2},\qquad
\frac{dC_m}{dC}=\frac{1-\omega^2R^2C^2}{(1+\omega^2R^2C^2)^2}.
\end{equation}
Above $R=1/(\omega C)$ the apparent sign is reversed. For the diode at 1 MHz this resistance is 4.25 k$\Omega$. At 50 $\Omega$ the meter shows $+115.9$ fF, and at twice the critical value $-13.9$ fF. The baseline gives a warning: at the critical resistance the meter reads half the true capacitance.

\section{What can reveal the charge state}

An electron leaving a donor is attracted by the positive centre it leaves behind. In a field of size $F$ its energy along the downhill direction is $-q^2/(4\pi\varepsilon r)-qFr$. The maximum lies at $r_0=\sqrt{q/(4\pi\varepsilon F)}$, where both terms equal $-qFr_0$, so the barrier is lowered by
\begin{equation}
2qFr_0=q\sqrt{\frac{qF}{\pi\varepsilon}} .
\end{equation}
An electron leaving an acceptor leaves a neutral centre and has no such Coulomb term. For holes the roles are exchanged.

In a donor-like twin of the example, the lowering would be 0.041 eV at $x_1$ and 0.020 eV at $x_2$. The Boltzmann factor would speed up emission 8.7-fold and 2.9-fold. These figures are upper estimates within this picture, since they apply the downhill barrier to all directions of escape. Averaged over directions, with no change taken for the uphill half, they become 2.9 and 1.5. The transient would be faster and not a single exponential, but still positive.

Field dependence alone does not prove a donor, because tunnelling can speed up emission from a neutral centre too. An electron lifted thermally to an energy $w$ below the band edge can tunnel through the remaining triangular barrier. The semiclassical tunnelling probability is $\exp\left(-\frac{2}{\hbar}\int_0^{w/qF}\sqrt{2m(w-qFs)}\,ds\right)$, and the integral gives the exponent $-4\sqrt{2m}\,w^{3/2}/(3q\hbar F)$. Being lifted only to this energy is more likely than reaching the band edge by the factor $e^{w/kT}$. If the attempt rate is the same at every energy, the thermal weights above the band edge sum to 1 in units of the field-free rate, and the energies below it add an integral. The estimated rate factor is
\begin{equation}
1+\frac1{kT}\int_0^{E_t}\exp\left(\frac{w}{kT}-\frac{4\sqrt{2m}\,w^{3/2}}{3q\hbar F}\right)dw ,
\end{equation}
which is 1.8 at $x_1$ for $m=0.19$ free-electron masses. At so low a field this figure is too large, because the integral comes from energies close to the band edge, where the semiclassical probability is unreliable. Weighting the exact band states in the field by $e^{-E/kT}$ at the position of the centre, with an energy-independent coupling, gives the factor $\exp[(q\hbar F)^2/24m(kT)^3]$, which is only 1.03 at $x_1$. The mass 0.19 is the light, transverse one; averaged over the six valleys for a field along $\langle100\rangle$ or $\langle111\rangle$, the two factors are about 1.7 and 1.02. The evidence for the charge state lies in the size of the rate change and in how its logarithm grows with the field: as $\sqrt F$ for the downhill barrier of an attractive centre, or roughly as $F^{0.6}$ between $x_2$ and $x_1$ after averaging over directions, and as $F^2$ in this expression for a neutral one.

\section{The model beside a real diode}

The doping and bias are ordinary for a lightly doped silicon diode, and the level parameters are rough. The peak field of the depletion charge, 0.042 MV/cm, is about 14\,\% of a rough breakdown field of 0.3 MV/cm; the hole tail roughly doubles the field at the junction itself, but the excess is gone within about 20 nm. With a dopant depth of 45 meV, about 0.1\,\% of the dopants are neutral in the bulk, and $N/N_c$ is about $6\times10^{-5}$, so freeze-out and degeneracy hardly matter. Using the density-of-states mass for the velocity would halve the emission rate. The rate is also assumed to be independent of field: tunnelling would shorten the 6.0 ms emission time at $x_1$ to about 5.9 ms by the exact-state weighting, and to 3.3 ms by the cruder semiclassical estimate with the light mass, or about 3.6 ms averaged over valleys. These corrections shift the time scale or slightly change the amplitude. None of them ties the sign to the donor or acceptor label, because that label cancelled when the change in trap charge was taken.
